# Frenkel excitons beyond Heitler-London: Bogoliubov energies and the Tamm-Dancoff approximation

## The decision

Before computing the excitons of a molecular aggregate one must decide whether to keep the terms that create and destroy excitations in pairs. In an exciton model, dropping them is the Heitler-London (HL) approximation. In a Bethe-Salpeter calculation the corresponding switch is the Tamm-Dancoff approximation (TDA), which removes the coupling between resonant and antiresonant transitions. What follows finds the cost of dropping them, and the sense in which the two switches are the same.

Hartree atomic units are used. Each molecule has one non-degenerate transition of energy \(D>0\), and its wavefunctions are real. Molecules do not overlap, so electrons stay on their own molecules. Vibrations, retardation, other molecular transitions and the interactions of permanent charge distributions are left out.

## First case: two molecules

Let \(b_n^\dagger\) excite molecule \(n\). The part of its electron density operator that changes its state is \(\rho(\mathbf r)(b_n+b_n^\dagger)\), where \(\rho\) is the transition density. Both terms carry the same \(\rho\) because the wavefunctions are real. The Coulomb interaction of two such densities gives

\[
H=D(b_1^\dagger b_1+b_2^\dagger b_2)+J X_1X_2,\qquad X_n=b_n+b_n^\dagger ,
\]

with \(J\) the Coulomb energy between the two transition densities.

For now the \(b_n\) are bosons, \([b_n,b_m^\dagger]=\delta_{nm}\): each molecule is a harmonic oscillator with levels \(0,D,2D,\dots\). This is an assumption about the molecule, and it is examined in the last section. The coupling is also taken as linear in each \(X_n\), which for harmonic charges is the dipole approximation, valid when the molecules are far apart compared with their size.

Define \(b_\pm=(b_1\pm b_2)/\sqrt2\). Then \(X_1=(X_++X_-)/\sqrt2\) and \(X_2=(X_+-X_-)/\sqrt2\), so \(X_1X_2=\tfrac12(X_+^2-X_-^2)\). The modes separate, each with

\[
h=D\,b^\dagger b+\tfrac12 jX^2,\qquad j=\pm J .
\]

Set \(q=(b+b^\dagger)/\sqrt2\) and \(p=(b-b^\dagger)/(i\sqrt2)\). Since \(b^\dagger b=\tfrac12(p^2+q^2-1)\) and \(X^2=2q^2\),

\[
h=\tfrac12Dp^2+\tfrac12(D+2j)q^2-\tfrac12D .
\]

The equations of motion \(\dot q=Dp\), \(\dot p=-(D+2j)q\) give \(\ddot q=-D(D+2j)q\). The excitation energy is therefore

\[
E=\sqrt{D(D+2j)}=\sqrt{D^2+2Dj}.
\]

For HL, expand \(X^2=2b^\dagger b+1+b^2+b^{\dagger2}\) and drop the last two terms. The excitation energy becomes \(D+j\).

Two limits test this. For \(j\to0\) both results return \(D\). For \(j\to-D/2\) the restoring force on \(q\) vanishes and \(E\to0\), while HL gives \(D/2\) and shows no sign of the softening. The two results are the geometric and the arithmetic mean of \(D\) and \(D+2j\), so HL never lies below \(E\).

## Generalization: a lattice

Take \(N\) identical molecules, one per cell, with periodic boundaries:

\[
H=D\sum_n b_n^\dagger b_n+\tfrac12\sum_{n\ne m}J_{nm}X_nX_m .
\]

The factor \(\tfrac12\) compensates for counting each pair twice. Here \(J_{nm}=J_{mn}\) is real, depends only on the separation, and \(J_{nn}=0\). Define

\[
J(k)=\sum_mJ_{0m}e^{ikm},\qquad b_n=\frac1{\sqrt N}\sum_ke^{ikn}b_k ,
\]

with \(k\) in units of the inverse spacing. The symmetry of \(J_{nm}\) makes \(J(k)\) real and even.

Taking the adjoint and renaming \(k\to-k\) gives \(b_n^\dagger=N^{-1/2}\sum_ke^{ikn}b_{-k}^\dagger\). Hence \(X_n=N^{-1/2}\sum_ke^{ikn}X_k\) with \(X_k=b_k+b_{-k}^\dagger\). The sum over sites leaves only products of opposite wavevectors, so the interaction is \(\tfrac12\sum_kJ(k)X_{-k}X_k\). Multiplying out,

\[
X_{-k}X_k=b_{-k}b_k+b_{-k}b_{-k}^\dagger+b_k^\dagger b_k+b_k^\dagger b_{-k}^\dagger .
\]

The second term equals \(1+b_{-k}^\dagger b_{-k}\). The constants add up to \(\tfrac12\sum_kJ(k)=\tfrac12NJ_{00}=0\), and the two number operators contribute equally after summation over \(k\). Thus

\[
H=\sum_k\Big[A_kb_k^\dagger b_k+\tfrac12J(k)\big(b_kb_{-k}+b_k^\dagger b_{-k}^\dagger\big)\Big],\qquad A_k=D+J(k).
\]

HL keeps the first term and gives the energy \(A_k\).

## The Bogoliubov transformation

The pair terms mix \(b_k\) with \(b_{-k}^\dagger\), since both lower the momentum by \(k\). Seek a new annihilation operator

\[
\alpha_k=u\,b_k+v\,b_{-k}^\dagger,\qquad[\alpha_k,H]=E\alpha_k ,
\]

with \(u,v\) real and even in \(k\). The condition says that \(\alpha_k\) removes one quantum of energy \(E\). Bose commutation requires \([\alpha_k,\alpha_k^\dagger]=u^2-v^2=1\). The other condition, \([\alpha_k,\alpha_{-k}]=uv-vu=0\), holds by itself.

In the commutators each pair operator appears twice in the sum, at \(k\) and \(-k\), which cancels the factor \(\tfrac12\):

\[
[b_k,H]=A\,b_k+J\,b_{-k}^\dagger,\qquad
[b_{-k}^\dagger,H]=-A\,b_{-k}^\dagger-J\,b_k .
\]

Comparing the coefficients of \(b_k\) and \(b_{-k}^\dagger\) in \([\alpha_k,H]=E\alpha_k\),

\[
(A-E)u=Jv,\qquad Ju=(A+E)v .
\]

A nonzero solution needs \((A-E)(A+E)=J^2\), hence

\[
\boxed{E(k)^2=(D+J)^2-J^2=D^2+2DJ(k)} .
\]

For the amplitudes, insert \(J=(E^2-D^2)/(2D)\). Then \(A+E=(D+E)^2/(2D)\), and

\[
\frac vu=\frac J{A+E}=\frac{E-D}{E+D}.
\]

With \(u^2-v^2=1\) and \(u>0\),

\[
u=\frac{D+E}{2\sqrt{DE}},\qquad v=\frac{E-D}{2\sqrt{DE}} .
\]

A normalizable ground state needs \(D+2J(k)>0\) for every \(k\), as in the two-molecule case. Then \(H-\sum_kE\alpha_k^\dagger\alpha_k\) commutes with every \(\alpha_k\) and \(\alpha_k^\dagger\), so it is a constant, and the boxed energy is exact for this boson model.

From \((E-A)(E+A)=-J^2\) the HL error follows without expansion:

\[
E-(D+J)=-\frac{J^2}{E+D+J}\simeq-\frac{J^2}{2D}.
\]

The last form is the leading order in \(J/D\). The relevant ratio is therefore \(J(k)/D\), with the whole lattice sum in it, and not the coupling of a single pair.

As a test of this stage, three coupled bosons on a ring with \(D=0.1\) and pair coupling \(-0.008\) Ha have \(J(0)=-0.016\) and, at the other two wavevectors, \(J=+0.008\) Ha. The formula gives 0.082462 and twice 0.107703 Ha. Diagonalization in a truncated Fock space gives the same digits.

## What the pair terms do to the ground state and the brightness

Inverting the transformation gives \(b_k=u\alpha_k-v\alpha_{-k}^\dagger\). In the new vacuum, where \(\alpha_k|0\rangle=0\),

\[
\langle b_k^\dagger b_k\rangle=v^2=\frac{(E-D)^2}{4DE},\qquad\langle b_kb_{-k}\rangle=-uv .
\]

The ground state thus contains virtual excitations. Its energy relative to uncoupled molecules is \(E_0=\sum_k(Av^2-Juv)\). Using \(Ju=(A+E)v\) this becomes

\[
E_0=-\sum_kEv^2=-\sum_k\frac{E^2-2DE+D^2}{4D}.
\]

Substituting \(E^2=D^2+2DJ\) and then \(\sum_kJ(k)=0\),

\[
E_0=\tfrac12\sum_k(E-D-J)=\tfrac12\sum_k(E-D).
\]

To second order \(E-D-J\simeq-J^2/(2D)\). With \(\sum_kJ(k)^2=NS\), where \(S=\sum_mJ_{0m}^2\),

\[
E_0\simeq-\frac{NS}{4D}=-\sum_{n<m}\frac{J_{nm}^2}{2D}.
\]

This is the London dispersion energy: each pair is virtually excited at the cost \(2D\). HL has no such energy, because its ground state is the bare vacuum.

Light couples to the transition dipoles through \(X_n\). Using \(b_{-k}^\dagger=u\alpha_{-k}^\dagger-v\alpha_k\),

\[
X_k=(u-v)(\alpha_k+\alpha_{-k}^\dagger),\qquad(u-v)^2=\frac DE .
\]

The squared transition amplitude is \(D/E\), whereas HL gives 1. Energy times squared amplitude is \(D\), unchanged by the coupling. In HL the product is \(D+J\). Since \(D/E\simeq1-J/D\), the strength is wrong in HL at first order in \(J/D\), while the energy is wrong only at second order. A spectrum can therefore need the pair terms when the line positions do not.

## A head-to-tail chain

Take an infinite chain of point transition dipoles \(\mu=2\) a.u. along the axis, with spacing \(a=10\) bohr and \(D=0.1\) Ha. These are round model parameters. For dipoles along their line of separation,

\[
J_n=-\frac{2\mu^2}{(an)^3},\qquad J_1=-\frac{2\cdot4}{1000}=-0.008\ \text{Ha}.
\]

At \(k=0\) all neighbours add with the same sign:

\[
J(0)=2J_1\sum_{n\ge1}n^{-3}=2J_1\zeta(3)=-0.019233\ \text{Ha}.
\]

Then

\[
E(0)=\sqrt{0.01-2(0.1)(0.019233)}=\sqrt{0.0061534}=0.07844\ \text{Ha},
\]

which is 2.135 eV. HL gives \(0.1-0.019233=0.08077\) Ha, or 2.198 eV. It is too high by 0.063 eV, about 3% of \(E(0)\).

At the other band edge \(J(\pi)=+0.014425\) Ha, so \(E=\sqrt{0.012885}=0.11351\) Ha against 0.11442 in HL. At \(k=\pi/2\) the coupling is only 0.0018 Ha and the difference falls to 0.00002 Ha. The correction is negative for both signs of \(J\), as the error formula requires.

The squared amplitude at \(k=0\) is \(D/E=1.275\). The HL value of 1 is about 22% too small relative to it, far more than the 3% error of the energy.

The ground-state shift is \(-3.46\times10^{-4}\) Ha per molecule, and its leading term is \(-3.26\times10^{-4}\) Ha. On average a molecule carries 0.0038 virtual excitations.

The chain is stable while \(2|J(0)|<D\). With \(J(0)=-4\zeta(3)\mu^2/a^3\) this means

\[
\mu<\sqrt{\frac{Da^3}{8\zeta(3)}}=3.22\ \text{a.u.}
\]

Beyond it the coefficient \(D+2J(0)\) of \(q^2\) in the \(k=0\) mode is negative, the energy is unbounded below, and the boson model has no ground state at all.

## Identification with the Tamm-Dancoff approximation

For singlets and real orbitals, the Bethe-Salpeter equation with a static screened interaction \(W\) reads

\[
\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\omega\begin{pmatrix}X\\Y\end{pmatrix},
\]

\[
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab},
\]

\[
B_{ia,jb}=2(ia|jb)-W_{ib,ja}.
\]

Here \(i,j\) are occupied and \(a,b\) empty orbitals, and \(X,Y\) now denote amplitudes. \((ia|jb)\) is the bare Coulomb energy between the products \(\phi_i\phi_a\) and \(\phi_j\phi_b\). \(W_{ij,ab}\) is the screened energy between \(\phi_i\phi_j\) and \(\phi_a\phi_b\).

Let \(i,a\) lie on one molecule and \(j,b\) on another. Without overlap \(\phi_i\phi_j=0\) and \(\phi_i\phi_b=0\), so both \(W\) terms vanish. The surviving term \(2(ia|jb)\) is the same in \(A\) and \(B\). Charge-transfer transitions, with \(i\) and \(a\) on different molecules, decouple for the same reason. With overlap they mix in, and the present model no longer suffices.

Suppose first that each molecule has been solved, and its excitation of energy \(D\) is used as the basis. In Fourier space \(A=D+J(k)\) and \(B=J(k)\), so

\[
(D+J)X+JY=\omega X,\qquad-JX-(D+J)Y=\omega Y .
\]

These are the Bogoliubov equations with \(X=u\), \(Y=-v\), \(\omega=E\). The TDA sets \(B=0\), which removes \(Y\) and leaves \(\omega=D+J(k)\). In this basis, HL is the TDA.

One may instead start from orbital transitions. Let one orbital transition per molecule have resonant element \(a\) and antiresonant element \(b\), from now on numbers with \(a>|b|\), and let \(J^0\) be the bare intermolecular coupling. Adding and subtracting the two rows of the response equation gives, for any \(A\) and \(B\) in Fourier space,

\[
(A+B)(X+Y)=\omega(X-Y),\qquad(A-B)(X-Y)=\omega(X+Y),
\]

hence \(\omega^2=(A-B)(A+B)\). For one molecule \(D^2=(a-b)(a+b)\). The second relation gives \((X+Y)/(X-Y)=(a-b)/D\), and with the norm \(X^2-Y^2=1\),

\[
(X+Y)^2=\frac{a-b}D .
\]

Assume that \(a\) and \(b\) keep their values in the aggregate, that is, neglect the change of \(W\) and of the orbital energies caused by the neighbours. Then \(A=a+J^0\) and \(B=b+J^0\), so

\[
\omega^2=(a-b)(a+b+2J^0)=D^2+2(a-b)J^0=D^2+2DJ,
\]

\[
J=J^0(X+Y)^2 .
\]

The formula survives, provided \(J\) is built from the transition density of the solved molecule, which carries the factor \(X+Y\). The TDA of the whole aggregate, however, gives \(a+J^0\). It also drops \(b\), and so differs from HL by \(a-D+J^0-J\), which for \(b\ne0\) vanishes at only one value of \(J\). The limit \(b\to0\) gives \(a=D\), \(J^0=J\), and the two coincide.

Take \(a=0.105\) and \(b=0.032016\) Ha, which keeps \(D=0.1\) Ha. Then \((X+Y)^2=0.7298\), and the chain above needs \(J^0(0)=-0.02635\) Ha. The whole-aggregate TDA gives 0.07865 Ha at \(k=0\), much closer to \(E=0.07844\) Ha than HL is. The cause is a cancellation: \(B=0.03202-0.02635=0.0057\) Ha is small, and the TDA error is about \(B^2/(2A)=0.0002\) Ha. At \(k=\pi\) the terms add. There \(J^0=0.014425/0.7298=0.0198\) Ha, and the TDA gives 0.1248 Ha against 0.1135 Ha, an error of 0.011 Ha. Good agreement at the bright state thus says little about the rest of the band.

## Last test: molecules with two levels

A two-level molecule cannot be excited twice, and \([b_n,b_n^\dagger]=1-2b_n^\dagger b_n\). Replacing this by 1 gives the boson model. The resulting error can be found at second order in \(J\).

Start with one exciton on site \(n\). Creating a pair costs \(2D\). Virtual pairs that return the exciton to \(n\) must avoid that site, so the dispersion energy of all pairs containing \(n\) is lost. Relative to the ground state this raises the energy by \(S/(2D)\).

The exciton can also move to \(n'\ne n\): a pair \((n',m)\) is created and \((n,m)\) is destroyed. The amplitude is \(-\sum_mJ_{n'm}J_{mn}/(2D)\). If \(n'=n\) were included, its Fourier sum would be \(-J(k)^2/(2D)\). Excluding it leaves \(-[J(k)^2-S]/(2D)\). Adding both parts to the first-order energy,

\[
E_{\text{two-level}}=D+J-\frac{J^2}{2D}+\frac SD+O(J^3).
\]

The boson formula has the same dependence on \(k\) at second order but lacks the constant \(S/D\). For bosons the site \(n\) is not blocked. The matrix element for exciting it again carries \(\sqrt2\), and the shift \(+S/(2D)\) becomes \(-2S/(2D)+S/(2D)=-S/(2D)\).

At this order HL misses the two-level energy by \(|S-J^2/2|/D\) and the boson formula by \(S/D\). The boson formula is closer when \(J(k)^2>4S\). For \(z\) equal neighbours at \(k=0\), \(J^2/S=z\), so more than four are needed at second order. At finite coupling the higher orders move this threshold, in a direction set by the sign of \(J\). For equally coupled two-level molecules with \(D=0.1\) Ha and \(J(0)=-0.0192\) Ha, HL is still the closer at \(z=5\) (it misses by \(1.1\times10^{-3}\) Ha, the boson formula by \(1.2\times10^{-3}\) Ha) and loses from \(z=6\). With \(J(0)=+0.0192\) Ha the boson formula is already the closer at \(z=4\).

The chain has \(J(0)^2/S=2.8\), which favours HL. A ring of ten two-level molecules with the same dipolar law, diagonalized in full, confirms it:

- diagonalization: 0.08060 Ha
- second-order law: 0.08061 Ha
- HL: 0.08109 Ha
- boson formula: 0.07886 Ha

Here including the pair terms through the boson formula makes the energy worse than leaving them out.

The opposite limit is \(N\) two-level molecules, all coupled equally, with total coupling \(J(0)=-0.019233\) Ha. The boson and HL values remain 0.07844 and 0.08077 Ha. Diagonalization gives 0.07919 Ha for \(N=10\), already closer to the boson value. The deviation from it falls from \(7.4\times10^{-4}\) to \(7.5\times10^{-6}\) Ha at \(N=1000\), roughly as \(1/N\). The second-order estimate \(S/D=J(0)^2/[(N-1)D]\) is \(4.1\times10^{-4}\) Ha at \(N=10\), about half the deviation. The rest comes from higher orders in \(J\).

The choice thus rests on two questions. In the boson model the size of \(J(k)/D\) tells whether the pair terms matter, first for intensities and then for energies. For two-level molecules they also add the shift \(S/D\), which remains where \(J(k)\) is small. The nature of the molecule tells whether the boson formula describes them: it is exact for harmonic molecules with the dipole coupling \(J_{nm}X_nX_m\), and for two-level ones it improves on HL at second order only where \(J(k)^2>4S\). For \(z\) coupled neighbours the Cauchy-Schwarz inequality gives \(J(k)^2\le zS\), so this needs more than four of them; distant, weakly coupled ones count too. Real molecules have further levels, and neither model fixes their constant second-order shift. The numerical check checks the formulas numerically.

## Values computed for the example and the checks

```
INFINITE CHAIN (Hartree atomic units)
D = 0.1000 Ha, dipole = 2.0 a.u., spacing = 10.0 bohr
nearest-neighbour J1 = -0.008000 Ha
k=0: J(k) = -0.019233 Ha, HL = 0.080767 Ha
  Bogoliubov E = 0.078444 Ha, E-HL = -0.002323 Ha
k=pi/2: J(k) = 0.001803 Ha, HL = 0.101803 Ha
  Bogoliubov E = 0.101787 Ha, E-HL = -0.000016 Ha
k=pi: J(k) = 0.014425 Ha, HL = 0.114425 Ha
  Bogoliubov E = 0.113512 Ha, E-HL = -0.000913 Ha
E(0) = 2.1346 eV, HL(0) = 2.1978 eV
E(0)-HL(0) = -0.0632 eV
k=0: u = 1.007377, v = -0.121693, v^2 = 0.014809
k=0: squared amplitude D/E = 1.274799 (HL: 1)
ground-state shift per molecule = -3.4617e-04 Ha
its leading term -S/(4D) = -3.2555e-04 Ha
virtual population per molecule = 3.7918e-03
k=0: -J^2/(2D) = -0.001850 Ha, S/D = 0.001302 Ha
largest stable dipole = 3.2247 a.u.
THREE BOSONS, FOCK-SPACE DIAGONALIZATION
gaps = 0.082462, 0.107703, 0.107703 Ha
formula = 0.082462, 0.107703, 0.107703 Ha
ground shift = -1.065648e-03 Ha, formula = -1.065648e-03 Ha
k=0 strength = 1.212678, D/E = 1.212678
INTRAMOLECULAR ANTIRESONANT COUPLING
a = 0.105000 Ha, b = 0.032016 Ha, (X+Y)^2 = 0.729844
bare J0(k=0) of chain = -0.026352 Ha
whole-aggregate TDA at k=0 = 0.078648 Ha
TEN TWO-LEVEL MOLECULES ON A RING, k=0
J(0) = -0.018907 Ha, S/D = 0.001302 Ha
diagonalization = 0.080599 Ha
HL = 0.081093 Ha, boson formula = 0.078859 Ha
two-level second-order law = 0.080608 Ha
EQUALLY COUPLED TWO-LEVEL MOLECULES, same J(0) as chain
N=10: gap = 0.079188 Ha, gap - boson = 7.447e-04 Ha
N=100: gap = 0.078518 Ha, gap - boson = 7.457e-05 Ha
N=1000: gap = 0.078451 Ha, gap - boson = 7.463e-06 Ha
```
